# Why gap-filling electron density is linear in magnetic field

Fill a two-dimensional crystal with electrons up to a spectral gap and change the magnetic field while the gap stays open. The density $n$ that fills the gap then follows a straight line, whose slope is fixed by the Hall conductivity:

$$
\sigma_{xy}=-e\left(\frac{\partial n}{\partial B}\right)_{\mu}=-C\,\frac{e^2}{h},\qquad n(B)=\frac{s}{A_c}+C\,\frac{eB}{h}. \tag{1}
$$

Here $C$ and $s$ are integers, $A_c$ is the area of the crystal cell, the electron charge is $-e$, the field $B$ points along $+z$, and $j_x=\sigma_{xy}E_y$. The first equality, the Streda relation, follows from a thermodynamic Maxwell relation. The integers follow from counting states in a periodic crystal of independent electrons.

## The model

Take a square lattice of spacing $a$, with one orbital per site, one spin species and hopping amplitude $-t$. In the gauge $\mathbf A=(-By,0)$, an electron of charge $-e$ has $\hbar k_x$ replaced by $\hbar k_x+eA_x=\hbar k_x-eBy$. On row $y=ja$ the phase $k_xa$ therefore becomes $k_xa-eBa^2j/\hbar=k_xa-2\pi\varphi j$, where

$$
\varphi=\frac{eBa^2}{h}
$$

is the flux per cell in units of $h/e$. The amplitude $\psi_j$ on row $j$ obeys

$$
-t\left[\psi_{j+1}+\psi_{j-1}+2\cos(k_xa-2\pi\varphi j)\,\psi_j\right]=E\psi_j. \tag{2}
$$

At $\varphi=p/q$, in lowest terms, this equation repeats after $q$ rows. Bloch's theorem then gives $q$ bands, each holding one state per $q$ sites. At $\varphi=1/5$ there are five bands and four open gaps. The third runs from $0.382t$ to $0.902t$, and its filling is $3/5$ electron per site. When the field rises, this filling falls. Equation (1) says why, and by how much.

## From density to magnetization

Let $\omega(\mu,B,T)$ be the grand potential per area, $S$ the entropy per area and $m$ the magnetization per area along $z$. Then

$$
d\omega=-S\,dT-n\,d\mu-m\,dB,
$$

so $n=-\partial\omega/\partial\mu$ and $m=-\partial\omega/\partial B$. The two mixed second derivatives of $\omega$ are equal, hence

$$
\left(\frac{\partial n}{\partial B}\right)_\mu=\left(\frac{\partial m}{\partial\mu}\right)_B. \tag{3}
$$

At first sight the right side should vanish in a gap, since raising $\mu$ there adds no bulk electrons. But a magnetization is a circulating current, and in a finite sample that current runs along the edge, where states can exist at energies inside the bulk gap.

## From magnetization to Hall current

A small change $\delta\mathbf A$ of the vector potential changes the Hamiltonian by $-\int\mathbf j\cdot\delta\mathbf A\,d^2r$. At fixed $\mu$ and $T$, the first-order change of the total grand potential $\Omega$ is the mean of this perturbation. Define a local magnetization by $M(\mathbf r)=-\delta\Omega/\delta B(\mathbf r)$, with $M=0$ outside the sample. Then

$$
\delta\Omega=-\int M\,\hat z\cdot(\nabla\times\delta\mathbf A)\,d^2r
=-\int\left[\nabla\times(M\hat z)\right]\cdot\delta\mathbf A\,d^2r .
$$

The second form comes from integration by parts; the boundary term vanishes outside the sample. Comparing the two expressions for $\delta\Omega$ gives

$$
\mathbf j=\nabla\times(M\hat z),\qquad j_x=\partial_yM,\qquad j_y=-\partial_xM. \tag{4}
$$

Now add a weak electrostatic potential that varies slowly over the crystal. Let $U(\mathbf r)$ be the electron's potential energy. Since the force is $-e\mathbf E=-\nabla U$, we have $\nabla U=e\mathbf E$. In a gap the electrons respond locally, for a reason given below, so a region with nearly constant $U$ behaves like a uniform crystal at chemical potential $\mu-U$. Averaged over a cell, $M(\mathbf r)=m(\mu-U(\mathbf r),B)$, and

$$
j_x=\partial_yM=-\frac{\partial m}{\partial\mu}\,\partial_yU=-e\,\frac{\partial m}{\partial\mu}\,E_y .
$$

Therefore $\sigma_{xy}=-e(\partial m/\partial\mu)_B$, and (3) turns this into the first equality of (1).

This is an equilibrium current, yet in a gap it is also the transport current. If a weak field is switched on slowly, electrons cannot cross the gap, so the filled states evolve into the filled states of the new Hamiltonian. In a metal, carriers rearrange until they cancel the driving force, and the equilibrium current no longer gives the conductivity.

The edge tells the same story. Integrating $j_x=\partial_yM$ from the bulk across the upper edge gives the edge current $I_{\rm top}=0-m=-m$. Hence $dI_{\rm top}/d\mu=-\partial m/\partial\mu=-Ce/h$ in a gap with integer $C$.

Faraday's law shows how the electrons arrive. With $j_x=\sigma_{xy}E_y$ and $j_y=-\sigma_{xy}E_x$, charge conservation reads

$$
-e\,\partial_tn=-\nabla\cdot\mathbf j=-\sigma_{xy}(\partial_xE_y-\partial_yE_x)=\sigma_{xy}\,\partial_tB .
$$

A changing field induces a circulating electric field, and the Hall current at right angles to it carries in or out the charge that (1) requires.

## Why the response is local and smooth

At zero temperature the filled states are selected by a step function of the Hamiltonian, equal to one below the gap and zero above it. Because the gap separates the two parts of the spectrum, a polynomial of degree $N$ can approximate this step on the spectrum with an error that falls exponentially with $N$. A polynomial of degree $N$ in the Hamiltonian connects only sites at most $N$ hops apart. The influence of distant sites is therefore exponentially small.

The same expansion controls the field dependence. The density on a site becomes a sum over closed walks from that site, and each walk carries a phase $2\pi\varphi$ times its enclosed area in cells. For walks of up to $N$ steps, that area is at most of order $N^2$. On an interval of $\varphi$, differentiating a sum of such harmonics multiplies its largest value by no more than a power of $N$. The exponential decay wins, so $f(\varphi)=na^2$ has a continuous derivative as long as one $\mu$ stays in the open gap. If $\mu$ must be moved to stay in the gap, overlapping intervals join the pieces.

## Why the slope is an integer

At $\varphi=p/q$, an integer number $r$ of bands is filled, so $f(p/q)=r/q$. Choose a second fraction $p'/q'$ in the same open gap, with $r'$ filled bands and

$$
p'q-pq'=1.
$$

Such fractions exist as close to $p/q$ as we like: adding $p$ to $p'$ and $q$ to $q'$ preserves the condition, while the distance $p'/q'-p/q=1/(qq')$ shrinks. The slope between the two points is

$$
\frac{f(p'/q')-f(p/q)}{p'/q'-p/q}
=\frac{(r'q-rq')/(qq')}{1/(qq')}=r'q-rq', \tag{5}
$$

an integer.

Suppose the derivative $f'$ were not an integer at some flux. By continuity it would avoid integers throughout a small interval around that flux. This interval contains a pair of fractions as above, and by the mean value theorem $f'$ equals the integer (5) somewhere between them. That is a contradiction. So $f'$ is an integer everywhere in the gap and, being continuous, it is a constant $C$.

Now $f=s+C\varphi$ with constant $s$. Both $qs=r-Cp$ and $q's=r'-Cp'$ are integers, so

$$
s=s(p'q-pq')=p'(qs)-p(q's)
$$

is an integer too. Dividing $f$ by $A_c=a^2$ and inserting $\varphi=eBA_c/h$ gives the second equality of (1). For a general crystal the count is the same, with one state per band in every $q$ cells and $f=nA_c$, provided $f$ is smooth in the gap; the argument above shows this only for lattice models with short-range hopping.

## Reading the lattice

For the third gap, compare $1/5$ with $5/24$, for which $5\cdot5-1\cdot24=1$. With $\mu=0.642t$ at both fluxes, the numbers of filled bands are 3 and 14. Equation (5) gives

$$
C=14\cdot5-3\cdot24=-2,\qquad s=\frac35-(-2)\frac15=1 .
$$

Hence $na^2=1-2\varphi$. At the same $\mu$, the density in the middle of a strip 70 rows wide is 0.60800 at $\varphi=0.196$ and 0.59200 at $\varphi=0.204$. At the irrational flux $\sqrt2/7\approx0.20203$ it is 0.59594, again on the line.

The four gaps at $\varphi=1/5$ have these values:

| Filled bands | Gap, in $t$ | $C$ | $s$ |
|---:|:---:|---:|---:|
| 1 | −2.902 to −1.348 | 1 | 0 |
| 2 | −0.902 to −0.382 | 2 | 0 |
| 3 | 0.382 to 0.902 | −2 | 1 |
| 4 | 1.348 to 2.902 | −1 | 1 |

Each $C$ was tested against the Kubo formula for the bulk Hall response, the equilibrium current in a weakly tilted strip, the change of edge current with $\mu$, and the slope of the strip density. The strip had $k_BT=0.012t$. All four calculations give the integers to the four decimals shown in the numerical output.

The mirror pattern has a simple origin. Reversing the sign of the amplitude on every second site, as on a chessboard, reverses the sign of all hopping and maps each energy $E$ to $-E$. The number of empty states above a gap thus equals the number of filled states below its mirror image. The second gap has filling $2\varphi$, so the third has $1-2\varphi$: a full lattice with $2\varphi$ holes per site.

The free-electron limit checks the sign. With $\nu$ filled Landau levels, $n=\nu eB/h$, and (1) gives $\sigma_{xy}=-\nu e^2/h=-ne/B$. Directly, zero net force requires $\mathbf E+\mathbf v\times\mathbf B=0$, so $v_x=E_y/B$ and $j_x=-neE_y/B$, as found. When $s\neq0$, density and Hall conductivity separate. In the third gap, $-ne/B$ would be $-(0.6/0.2)e^2/h=-3e^2/h$, whereas the true value is $+2e^2/h$. The slope matters, not the density itself. An ordinary insulator with $C=0$ has a filling independent of field.

The gap is essential. Place $\mu$ inside the second band, at $-1.125t$, and take $k_BT=0.05t$. Between $\varphi=0.196$ and $0.204$ the mean slope $d(na^2)/d\varphi$ is then $-3.34$, far from the values 1 and 2 of the adjoining gaps. The Maxwell relation (3) still holds, but states can now cross $\mu$ as the field changes, and neither the transport argument nor the integer count applies. Switching on a weak $E_y$ in the clean crystal at $\varphi=1/5$ gives $\sigma_{xy}\approx-0.9e^2/h$, while the slope would predict about $+3.3e^2/h$.

## An InSb quantum well

Electrons in an InSb quantum well give the case $s=0$, with density counted from the bottom of the conduction subband. Take rough typical values: effective mass $0.020m_e$, $|g|=40$, well width 20 nm and $B=5$ T. The cyclotron energy is $\hbar\omega_c=28.94$ meV and the Zeeman splitting is $\Delta_Z=11.58$ meV. With two spin-split levels filled, the highest filled and lowest empty levels lie at

$$
\tfrac12(28.94+11.58)=20.26\ \text{meV},\qquad
\tfrac32(28.94)-\tfrac12(11.58)=37.62\ \text{meV}.
$$

The gap is about 17.4 meV, with its middle at 28.94 meV. The density and its slope are

$$
n=2\,(2.418\times10^{10})(5)=2.418\times10^{11}\ \text{cm}^{-2},\qquad
\frac{\partial n}{\partial B}=4.836\times10^{10}\ \text{cm}^{-2}\,\text{T}^{-1}.
$$

Correspondingly $\sigma_{xy}=-77.48\ \mu$S, and the Hall resistance has size 12.906 k$\Omega$.

Spin does not alter the slope. For filled levels $E_i(B)$ at low temperature, $\omega=-(eB/h)\sum_i(\mu-E_i)$, and therefore

$$
m=\frac eh\sum_i(\mu-E_i)-\frac{eB}{h}\sum_i\frac{\partial E_i}{\partial B},\qquad
\frac{\partial m}{\partial\mu}=\frac{2e}{h}.
$$

Here the two filled levels have opposite spins, so their Zeeman energies cancel in $m$. With a single spin level filled, the Zeeman energy would enter $m$, but still not its derivative with respect to $\mu$. Moving $\mu$ across the whole gap changes the edge current by about 1.35 $\mu$A.

Both levels scale with $B$ in this model. At fixed $\mu=28.94$ meV, the gap therefore contains $\mu$ from $5(28.94/37.62)=3.85$ T to $5(28.94/20.26)=7.14$ T. A real gated well does not hold $\mu$ fixed relative to the subband. For a gate 100 nm away and relative permittivity 17, adding the electrons required by (1) shifts the subband by 51.5 meV per tesla. At fixed gate voltage, $\mu$ measured from the subband bottom is then $28.94-51.5(B-5)$ meV, with $B$ in tesla. It meets the two levels at about 4.85 T and 5.16 T, so the window shrinks from 3.3 T to 0.3 T. Outside it, the gate largely fixes the density. To follow the line (1) further, gate voltage and field must be changed together.

Other corrections act on the gap or on its sharpness:

- **Temperature.** At 4.2 K, $k_BT=0.36$ meV and the slope remains $2e/h$ to the accuracy quoted. At 77 K, $k_BT=6.6$ meV, and at the same fixed $\mu$ the slope falls to $0.125e/h$. The Hall conductivity does not follow it: with both neighbouring levels partly filled, (1) no longer applies, and the clean parabolic model keeps $\sigma_{xy}=-ne/B\approx-2.00\,e^2/h$.
- **Disorder.** Gaussian broadening of 2 meV rms, taken as independent of field, gives $1.999e/h$ at zero temperature. Strictly, its tails fill the spectral gap; if those states are localized, the Hall conductivity can stay quantized while the density at fixed field varies.
- **Band shape.** A two-band estimate for a well with infinitely high walls, with band-edge mass $0.014m_e$ and a 235 meV band gap, lowers the cyclotron gap to 24.6 meV. Subtracting the same Zeeman splitting would leave 13.0 meV, but this overstates the loss, because $|g|$ also falls with energy. A three-band Kane estimate for the same well, with the split-off band 0.81 eV below the valence edge, gives a cyclotron gap of 25.6 meV, Zeeman splittings of about 8 and 7 meV for the two lowest Landau levels, and a gap near 18 meV. The gap is thus uncertain by several meV. In the two-band estimate the second subband lies about 105 meV above the first. The finite barriers of a real well can reduce this spacing by tens of meV; they also lower the confinement energy, which raises the cyclotron gap again by a few meV.
- **Strong electric fields.** The field that drops the gap energy over one magnetic length, 11.5 nm, is 0.015 MV/cm. The linear Hall response assumes much weaker fields. This figure is only a level-mixing scale; in real devices quantization breaks down well below it, through heating and disorder-assisted transitions that this model omits.
- **Interactions.** The Coulomb energy at the magnetic length is 7.4 meV, not small beside the gap. The integer count above was made for independent electrons. An interacting state with its own gap can have a fractional slope, and the Streda relation then ties that slope to a fractional Hall conductance.

## Values computed for the example and the checks

```
Lattice: flux 1/5, strip 70 rows, kT = 0.012 hopping
Hall integer C by five roads (energies in hopping units)
r  gap_from  gap_to   Kubo    bulkI   edgeI   dn/dphi Farey s
1  -2.9021  -1.3484   1.0000  1.0000  1.0000  1.0000   1  0.0000
2  -0.9021  -0.3820   2.0000  2.0000  2.0000  2.0000   2  0.0000
3   0.3820   0.9021  -2.0000 -2.0000 -2.0000 -2.0000  -2  1.0000
4   1.3484   2.9021  -1.0000 -1.0000 -1.0000 -1.0000  -1  1.0000
Gap r=3 at fixed mu = 0.6420 hopping: electrons per cell
  flux per cell 0.196000 h/e: density 0.608000
  flux per cell 0.200000 h/e: density 0.600000
  flux per cell 0.202031 h/e: density 0.595939
  flux per cell 0.204000 h/e: density 0.592000
  filled bands: 3 of 5 at 1/5, 14 of 24 at 5/24
mu in band 2 (-1.1253 hopping, kT 0.05): dn/dphi = -3.34
InSb well (rough typical inputs)
mass 0.020 m_e, |g| 40, width 20 nm, B 5.0 T, filled levels 2
band-edge mass 0.014 m_e, band gap 235 meV, relative permittivity 17
e/h = 2.41799e+10 cm^-2 per T
density at 5.0 T = 2.4180e+11 cm^-2
dn/dB at 4.2 K = 4.8360e+10 cm^-2 per T
(dm/dmu)/(e/h) at 4.2 K = 2.00000
sigma_xy = -77.481 microsiemens
Hall resistance size = 12.9064 kilo-ohm
cyclotron energy = 28.94 meV
Zeeman splitting = 11.58 meV
gap = 17.37 meV, mu = 28.94 meV
mu stays in gap from 3.85 T to 7.14 T
edge-current change across gap = 1.345 microampere
Neglected effects
kT = 0.362 meV at 4.2 K, 6.635 meV at 77 K
slope/(e/h) at 77 K = 0.125
slope/(e/h), Gaussian rms 2.0 meV, 0 K = 1.99907
non-parabolic cyclotron gap = 24.55 meV
non-parabolic gap less Zeeman = 12.98 meV
second subband above first = 105.3 meV
magnetic length = 11.47 nm
Coulomb energy at that length = 7.38 meV
level-mixing electric field = 0.0151 MV/cm
gate charging, gate at 100 nm = 51.5 meV per T
```
